# Finding a Ferroelectric Switching Saddle from Forces with the Dimer Method

## A saddle with known axes

Take a quadratic surface whose principal axes are already known,

$$E=\tfrac12\lambda_1u^2+\tfrac12\lambda_2w^2,\qquad \lambda_1<0<\lambda_2 .$$

The force is $\mathbf F=-\nabla E=(-\lambda_1u,\,-\lambda_2w)$. Its second component points back to the saddle at the origin. Its first component, $-\lambda_1u=|\lambda_1|u$, points away. Reversing only the first component gives

$$\mathbf F_{\rm eff}=(\lambda_1u,\,-\lambda_2w)=(-|\lambda_1|u,\,-\lambda_2w),$$

which points back along both axes. A walker following $\mathbf F_{\rm eff}$ reaches the saddle without knowing what lies beyond it.

On a real surface the axis to be reversed is unknown and changes from place to place. The dimer method finds it by comparing forces at two nearby points.

## The polar–nonpolar surface

Let $x$ be the amplitude of a polar oxygen displacement and $y$ the change of a nonpolar one, both measured from a nonpolar reference state. An amplitude is the square root of the summed squared displacements in one 12-atom cell. Reversing the polarization changes $x$ to $-x$ and leaves $y$ unchanged, so $x^2y$ is allowed and odd powers of $x$ are not. The model is

$$E=f(x)+\frac k2(y-gx^2)^2,\qquad f=\frac A2x^2-\frac B4x^4+\frac C6x^6,$$

with $A=80$ eV/nm², $B=58000$ eV/nm⁴, $C=5\times10^6$ eV/nm⁶, $k=1500$ eV/nm² and $g=4$ nm⁻¹. These are round parameters, not a computed surface of hafnia. All cells move together, other modes follow $x$ and $y$, the cell shape is fixed, and the electrodes are short-circuited.

Differentiation gives

$$F_x=-f'(x)+2gxk(y-gx^2),\qquad F_y=-k(y-gx^2).$$

The search uses these two functions alone. The surface is simple enough, however, to supply an independent answer. Where $F_y=0$ we have $y=gx^2$, and $F_x=0$ then requires

$$f'(x)=x(A-Bx^2+Cx^4)=0 .$$

Apart from $x=0$, the roots are

$$x^2=\frac{B\mp\sqrt{B^2-4AC}}{2C}=\frac{58000\mp42000}{10^7}\ \text{nm}^2,$$

so $x_s=0.04$ nm and $x_p=0.10$ nm. The Hessian $H$, the matrix of second derivatives of $E$, is at a stationary point

$$H=\begin{pmatrix}f''+4g^2x^2k&-2gxk\\-2gxk&k\end{pmatrix},\qquad \det H=kf''.$$

The terms in $g^2$ cancel in the determinant. Since $k>0$, a stationary point is a minimum if $f''>0$ and a first-order saddle if $f''<0$. Here $f''=A-3Bx^2+5Cx^4$ equals $-134.4$ eV/nm² at $x_s$, $840$ eV/nm² at $x_p$ and $80$ eV/nm² at zero. There are thus two polar minima, a nonpolar minimum, and two saddles between them.

## Curvature from two forces

Place the ends of a dimer at $\mathbf R\pm\Delta\mathbf N$, where $\mathbf N$ is a unit vector and $\Delta$ is half the dimer length. Define

$$c(\mathbf N)=\frac{[\mathbf F(\mathbf R-\Delta\mathbf N)-\mathbf F(\mathbf R+\Delta\mathbf N)]\cdot\mathbf N}{2\Delta}.$$

To see what this measures, let $\varphi(t)=E(\mathbf R+t\mathbf N)$. Then $\varphi'(t)=-\mathbf F(\mathbf R+t\mathbf N)\cdot\mathbf N$, and a Taylor expansion gives

$$c=\frac{\varphi'(\Delta)-\varphi'(-\Delta)}{2\Delta}
=\varphi''(0)+\frac{\Delta^2}{6}\varphi''''(0)+O(\Delta^4).$$

Even derivatives of $\varphi'$ cancel in the difference. The leading term is $\varphi''(0)=\mathbf N^TH\mathbf N$, the curvature along the dimer.

If each force component along $\mathbf N$ may be wrong by $\epsilon$, the two errors can add, contributing at most $2\epsilon/(2\Delta)=\epsilon/\Delta$. To leading order the total error is bounded by

$$\frac{\epsilon}{\Delta}+\frac{\Delta^2}{6}|\varphi''''|.$$

Setting its derivative with respect to $\Delta$ to zero gives $\Delta^3=3\epsilon/|\varphi''''|$. A shorter dimer is therefore not always better.

In the example $\Delta=5\times10^{-4}$ nm. At the saddle the truncation error is $0.015$ eV/nm², about $0.012\%$ of the lowest curvature, $-122.8$ eV/nm². Force noise sets a separate limit: for a dimer already lying along the soft direction, the sign of this curvature is guaranteed if $\epsilon$ stays below about $122.8\Delta=0.06$ eV/nm. A curvature inferred from measurements along other directions, as in the next section, can require smaller noise.

## Rotation to the softest direction

Let $\mathbf T$ be the unit vector perpendicular to $\mathbf N$, and turn the dimer to $\mathbf N(\phi)=\cos\phi\,\mathbf N+\sin\phi\,\mathbf T$. Write $h_{NT}=\mathbf N^TH\mathbf T$, and similarly for the other elements. Then

$$c(\phi)=h_{NN}\cos^2\phi+2h_{NT}\sin\phi\cos\phi+h_{TT}\sin^2\phi .$$

The double-angle identities turn this into

$$c(\phi)=m+a\cos2\phi+b\sin2\phi,$$

$$m=\frac{h_{NN}+h_{TT}}2,\qquad a=\frac{h_{NN}-h_{TT}}2,\qquad b=h_{NT}.$$

The first pair of forces supplies two numbers. Its component along $\mathbf N$ gives $c_0=m+a$, and its component along $\mathbf T$ gives

$$b=\frac{[\mathbf F(\mathbf R-\Delta\mathbf N)-\mathbf F(\mathbf R+\Delta\mathbf N)]\cdot\mathbf T}{2\Delta}.$$

A symmetric $2\times2$ matrix has three independent elements, so one more number is needed. A trial dimer at $45^\circ$, where $\cos2\phi=0$ and $\sin2\phi=1$, gives $c_1=m+b$. Therefore

$$m=c_1-b,\qquad a=c_0-m=c_0-c_1+b .$$

Now set $(a,b)=r(\cos\delta,\sin\delta)$ with $r=\sqrt{a^2+b^2}$. The variable part of $c$ is $r\cos(2\phi-\delta)$, which is lowest at $2\phi=\delta+\pi$, the polar angle of the vector $(-a,-b)$. Hence

$$\phi_{\min}=\tfrac12\operatorname{atan2}(-b,-a),\qquad \lambda_{1,2}=m\mp r .$$

For a quadratic surface this is exact. Otherwise the elements carry errors $\delta H$ of order $\Delta^2$, and the axis is turned by an angle of order $|\delta H|/(\lambda_2-\lambda_1)$. The softest direction becomes ill-defined when the two curvatures coincide.

Start at $(0.096,0.040)$ nm, which is the polar minimum with $x$ reduced by $0.004$ nm, and lay the first dimer along $x$. The forces give $c_0=1447.00$, $b=-1152.00$ and $c_1=321.47$ eV/nm². Thus

$$m=321.47+1152.00=1473.47,\qquad a=1447.00-1473.47=-26.47,$$

and $r=1152.30$, all in eV/nm². The lowest curvature is $1473.47-1152.30=321.17$ eV/nm². The angle is $\tfrac12\operatorname{atan2}(1152.00,26.47)=44.34^\circ$, so $\mathbf N=(0.7152,0.6989)$. The soft motion changes both amplitudes almost equally.

## Translation and its stability

The dimer centre moves according to

$$\mathbf F_{\rm eff}=\begin{cases}\mathbf F-2(\mathbf F\cdot\mathbf N)\mathbf N,&\lambda_1<0,\\-(\mathbf F\cdot\mathbf N)\mathbf N,&\lambda_1>0.\end{cases}$$

The second line lets the walker climb out of a well. The simplest move is $\mathbf R\to\mathbf R+\alpha\mathbf F_{\rm eff}$ with a fixed gain $\alpha$.

Near a saddle $\mathbf R_s$, put $\boldsymbol\rho=\mathbf R-\mathbf R_s$, with components $\rho_1$ along $\mathbf N$ and $\rho_2$ along $\mathbf T$. To first order $\mathbf F=-H\boldsymbol\rho$. The change of $\mathbf N$ with position is also of first order, but it multiplies a force that is already of first order, so it may be dropped. The move then gives

$$\rho_1\to(1-\alpha|\lambda_1|)\rho_1,\qquad \rho_2\to(1-\alpha\lambda_2)\rho_2 .$$

Both components shrink if $0<\alpha<2/|\lambda_i|$ for $i=1,2$. Near a minimum the second line of the rule gives instead

$$\rho_1\to(1+\alpha\lambda_1)\rho_1,\qquad \rho_2\to\rho_2 .$$

The walker is repelled along the soft direction and is neutral along the other.

This reveals a way to fail. For $\lambda_1<0$ the rule reflects the force, and a reflected vector vanishes only if the vector itself does. For $\lambda_1>0$ the effective force vanishes wherever $\mathbf F\cdot\mathbf N=0$, even if $\mathbf F\neq0$. In a harmonic well, a first displacement purely along the stiff direction therefore leaves the search stuck in exact arithmetic. In a computation only a rounding error, amplified along the soft direction, can free it. On an anharmonic surface a finite displacement generally leaves a soft force component. In the present model a $0.004$ nm displacement along the stiff axis of the polar well, of either sign, reaches the saddle in fewer than 20 moves.

In two coordinates the rotation has already supplied both curvatures, so each component can have its own gain:

$$\delta\mathbf R=-\frac{\mathbf F\cdot\mathbf N}{|\lambda_1|}\mathbf N+\frac{\mathbf F\cdot\mathbf T}{\lambda_2}\mathbf T\qquad(\lambda_1<0).$$

Because $-1/|\lambda_1|=1/\lambda_1$, this is $H^{-1}\mathbf F$, the Newton step to the stationary point. For $\lambda_1>0$ only the first term is kept. Each component is limited to $0.005$ nm, since a small curvature would otherwise produce a huge move.

If the dimer returns $\tilde H=H+\delta H$, the error after a Newton step on a locally quadratic surface is

$$\boldsymbol\rho-\tilde H^{-1}H\boldsymbol\rho=\tilde H^{-1}\delta H\,\boldsymbol\rho .$$

A finite dimer thus makes the last stage linear, with a small factor of order $|\delta H|/|\lambda_1|$. It does not displace the saddle, because the force is evaluated at the dimer centre and vanishes at the true stationary point.

One cycle is:

1. Evaluate $\mathbf F(\mathbf R)$.
2. Evaluate the two ends of the present dimer and of the $45^\circ$ trial dimer. Obtain $\mathbf N$, $\lambda_1$ and $\lambda_2$. Stop if $|\mathbf F(\mathbf R)|$ is below $10^{-8}$ eV/nm and $\lambda_1$ is negative.
3. Move $\mathbf R$ by the limited step and keep $\mathbf N$ as the next starting axis.

This costs five force calls.

## The search followed by numbers

At the start $\mathbf F=(6.4787,-4.7040)$ eV/nm. Its soft component is

$$6.4787(0.7152)-4.7040(0.6989)=1.346\ \text{eV/nm}.$$

The curvature is positive, so the first move along $\mathbf N$ is $-1.346/321.17=-0.00419$ nm. The new point is

$$(0.0960-0.00419\times0.7152,\;0.0400-0.00419\times0.6989)=(0.0930,0.0371)\ \text{nm}.$$

The lowest curvature falls to $5.5$ eV/nm² at move 4 and is $-61.6$ eV/nm² at move 5. Meanwhile the total force stays near $8$ eV/nm. At the start most of it lies along $\mathbf T$, a component that the rule for positive curvature does not relax. This part shrinks only slowly during the climb, while the part along $\mathbf N$ grows. Once the curvature is negative, a single move removes nearly all of the part along $\mathbf T$. The rest falls as the walker nears the saddle, and the force is $2.7$ eV/nm at move 10.

Moves 14, 15 and 16 leave forces of $1.9\times10^{-2}$, $2.6\times10^{-5}$ and $5.9\times10^{-10}$ eV/nm. The end point is $(0.0400,0.0064)$ nm, in agreement with $x_s$ and $gx_s^2$.

The search took 16 moves and 85 force calls. With the same start, dimer length and stopping rule, a fixed gain $\alpha=5\times10^{-4}$ nm²/eV took 322 moves and 1615 calls. Its predicted slow factor is $1-5\times10^{-4}\times122.78=0.9386$, and the last two forces of that run have this ratio. The size of the saving depends on the gain: $\alpha=1.1\times10^{-3}$ nm²/eV, close to the stability limit $2/\lambda_2=1.22\times10^{-3}$ nm²/eV at the saddle, needs 142 moves. With more coordinates, one planar rotation does not supply every stiff curvature, so this saving cannot simply be carried over.

The saddle curvatures are $-122.8$ and $1642$ eV/nm². Along $x$ alone, however, the curvature is

$$f''+4g^2x_s^2k=-134.4+153.6=19.2\ \text{eV/nm}^2 .$$

A scan of the polar amplitude at fixed $y$ would see a local minimum here. The unstable direction combines both amplitudes.

The limit of a stiff valley makes this plain. For large $k$, the larger eigenvalue approaches the trace, $\lambda_2\simeq k(1+4g^2x^2)$. Since $\lambda_1=\det H/\lambda_2$,

$$\lambda_1\simeq\frac{f''}{1+4g^2x^2}=\frac{-134.4}{1.1024}=-121.9\ \text{eV/nm}^2 .$$

The denominator is $(d\ell/dx)^2$, where $\ell$ is the distance along the curved valley $y=gx^2$. The estimate is within 1% of the full result.

## Is it a switching saddle?

Convergence proves only that a saddle was found. Descent from its two sides leads to the original polar minimum and to the nonpolar minimum at the origin. Polarization reversal is therefore only half complete.

A second search starts from this newly found minimum with $x=-0.004$ nm. It reaches $(-0.0400,0.0064)$ nm, and descent from there gives the reversed polar state at $(-0.100,0.040)$ nm. No final state was supplied, but the sign of each first displacement did matter. By symmetry, a displacement to positive $x$ in the second search would lead back to the first saddle.

An outward displacement from the polar well, to $x=0.104$ nm, illustrates the danger. That search climbed the outer wall and was abandoned more than $0.10$ nm from its start. It was then $4.32$ eV above the polar minimum, still with positive lowest curvature.

For this model the pass can also be shown to be the lowest. Any continuous path between the polar wells crosses $x=x_s$, where $E\ge f(x_s)$ because the term in $k$ cannot be negative. The valley $y=gx^2$ attains this bound at both saddles and rises no higher between the wells. The barrier is

$$\Delta E=f(x_s)-f(x_p)=0.0303+0.2167=0.247\ \text{eV per cell}\;(39.6\ \text{zJ}).$$

If $y$ is held at its polar-well value, the barrier becomes $1.417$ eV. Relaxation of the nonpolar amplitude thus lowers it nearly sixfold.

## Effect of an electric field

Let $q$ be the dipole per unit $x$ and $\mathcal E$ the field along the positive dipole. The energy gains a term $-sx$, with $s=q\mathcal E$. The relation $y=gx^2$ still holds at stationary points, where now $f'(x)=s$. Near a zero-field stationary point $x_0$ the shift is $\delta=s/f''$, and to second order

$$f+\tfrac12f''\delta^2-s(x_0+\delta)=f-sx_0-\frac{s^2}{2f''}.$$

Subtracting the well from the saddle, where $f''_s<0$, gives

$$\Delta E(s)=\Delta E+s(x_p-x_s)+\frac{s^2}{2}\left(\frac1{|f''_s|}+\frac1{f''_p}\right).$$

Four oxygens each move by $x/2$. With a rough Born charge of magnitude $2.5e$, $q=4(2.5e)/2=5e$. An opposing field of $1$ MV/cm, or $0.1$ V/nm, gives $s=-0.5$ eV/nm, and the barrier is

$$0.24696-0.03000+0.00108=0.21804\ \text{eV}.$$

A dimer search in this field gives $0.21799$ eV. The small difference is consistent with the omitted third-order term.

The polar well disappears when $|s|$ reaches the largest $|f'|$ between $x_s$ and $x_p$. This occurs at $13.8$ MV/cm.

## What the barrier means for a film

The parameters are meant for the rough regime of a 10 nm ferroelectric hafnia film. With a cell volume of $0.134$ nm³ the polarization is $qx_p/V=60$ µC/cm², well above the roughly 20 µC/cm² typical of polycrystalline films. Coercive fields of such films are roughly 1 MV/cm, and breakdown is taken here as roughly 5 MV/cm. The model's $13.8$ MV/cm is therefore not a device coercive field. One assumption that can raise it is uniform motion: real films can switch by nucleation and domain growth, which this model excludes and whose effect on the field it cannot estimate.

Imperfect screening is a separate correction. For a film of thickness $d_f$ and a dead layer of thickness $d_i$, short circuit requires $\mathcal E_fd_f+\mathcal E_id_i=0$. Continuity of electric displacement requires $\varepsilon_0\varepsilon_f\mathcal E_f+P=\varepsilon_0\varepsilon_i\mathcal E_i$. Eliminating $\mathcal E_i$,

$$\mathcal E_f=-\frac{P}{\varepsilon_0(\varepsilon_f+\varepsilon_i d_f/d_i)} .$$

A $0.5$ nm dead layer and relative permittivities of 30 give a magnitude of $1.07$ MV/cm in the polar well. Held fixed during the crossing, this field would lower the barrier by $0.032$ eV to first order, or by $0.031$ eV (12.5%) in full. In uniform motion the field falls in proportion to $P$, which adds a term quadratic in $x$ to the energy, and the reduction is then $0.022$ eV, or 9%. The effect of a changing cell shape has not been estimated.

Quantum corrections use $\omega_i=\sqrt{|\lambda_i|/M}$ with $M$ the oxygen mass. The harmonic zero-point energy, $\hbar\omega/2$ for each stable mode, lowers the barrier by $27$ meV, or 11%, at low temperature. The quantum correction to a classical rate shrinks as the temperature rises, so the full $27$ meV should not be inserted in the rate at $358$ K below. Harmonic quantum partition functions raise that rate by a factor of only about $1.2$. For a parabolic barrier without friction, a tunnelling path in imaginary time needs the thermal interval $\hbar/k_BT$ to exceed the period $2\pi/\omega_1$. This gives a crossover at $T=\hbar\omega_1/(2\pi k_B)=33$ K, or $34$ K when recoil of the rest of the cell changes the polar mass. At $358$ K thermal crossing dominates in this model.

For classical escape without recrossing, multiply the mean outward speed factor $\sqrt{k_BT/(2\pi M)}$ by the ratio of the Gaussian integrals at the saddle and in the well:

$$\Gamma=\sqrt{\frac{k_BT}{2\pi M}}\,
\frac{\sqrt{2\pi k_BT/\lambda_{2,s}}}{2\pi k_BT/\sqrt{\lambda_{1,p}\lambda_{2,p}}}\,e^{-\Delta E/k_BT}
=\nu e^{-\Delta E/k_BT},$$

$$\nu=\frac1{2\pi}\sqrt{\frac{\lambda_{1,p}\lambda_{2,p}}{M\lambda_{2,s}}}.$$

At $358$ K, $\nu=1.1\times10^{13}$ s⁻¹ and $\Gamma=3.6\times10^9$ s⁻¹. A single cell with this barrier would leave its polar state in less than a nanosecond. This is escape into the nonpolar well, whose own barrier of $0.030$ eV is about $k_BT$, and not yet reversal. The surface describes all cells moving together, so applying it to one cell or to a small group omits the wall, elastic and electrostatic energy at the boundary with unswitched neighbours.

If $n$ cells must cross together, with barrier $n\Delta E$ and the same prefactor, a mean escape time $t$ requires $n=(k_BT/\Delta E)\ln(\nu t)$. Ten years gives $n=6.2$, hence at least seven whole cells. At the other extreme, uniform reversal of a 10 nm cube involves 7463 cells and a barrier of about $1800$ eV. Retention depends on how many cells move together, which a two-coordinate uniform model cannot determine. The numerical output lists the values used here.

## Values computed for the example and the checks

```
A 80 eV/nm2, B 58000 eV/nm4, C 5e+06 eV/nm6
K 1500 eV/nm2, G 4 1/nm
half dimer 0.0005 nm, step limit 0.005 nm, kick 0.004 nm
polar well x, y: 0.1000, 0.0400 nm; E -0.21667 eV
curvatures at polar well: 440.7, 2859.3 eV/nm2
start x, y: 0.0960, 0.0400 nm
start force: 6.4787, -4.7040 eV/nm
first rotation c0, b, c1: 1447.00, -1152.00, 321.47 eV/nm2
first rotation angle 44.34 degrees
first axis: 0.7152, 0.6989
first soft, stiff: 321.17, 2625.78 eV/nm2
search: step, x nm, y nm, soft curvature eV/nm2, force eV/nm
    0 0.096000 0.040000    321.17 8.01e+00
    1 0.093003 0.037071    249.82 8.09e+00
    2 0.089273 0.033742    164.59 8.26e+00
    4 0.081320 0.027685      5.54 8.32e+00
    5 0.077134 0.024951    -61.55 8.05e+00
   10 0.056035 0.011749   -178.11 2.70e+00
   14 0.040065 0.006408   -123.04 1.93e-02
   15 0.040000 0.006400   -122.76 2.58e-05
   16 0.040000 0.006400   -122.76 5.88e-10
first saddle x, y: 0.040000, 0.006400 nm
saddle energy above nonpolar state: 0.03029 eV
saddle curvatures: -122.78, 1641.98 eV/nm2
saddle curvature along x alone: 19.20 eV/nm2
dimer curvature error at saddle: 0.0148 eV/nm2
scaled rule: 16 moves, 85 force calls
plain rule: 322 moves, 1615 force calls
plain gain 0.0005 nm2/eV
shrink factor seen 0.93861, formula 0.93861
second saddle x, y: -0.040000, 0.006400 nm
final state x, y: -0.1000, 0.0400 nm
outward run: stops at E - E_polar = 4.32 eV
outward run: soft curvature 1089 eV/nm2, no saddle
barrier 0.24696 eV per cell = 39.57 zJ
flood-level barrier 0.24697 eV per cell
barrier with y frozen 1.417 eV per cell
Born charge 2.5 e, cell 0.134 nm3, charge per x 5 e
polarization 59.8 uC/cm2
barrier at 1 MV/cm: 0.21799 eV
second-order formula: 0.21804 eV
intrinsic field 13.83, rough breakdown 5 MV/cm
film 10 nm, dead layer 0.5 nm, permittivity 30
depolarising field 1.07 MV/cm, barrier drop 0.032 eV
zero-point change of barrier -27.4 meV
tunnelling crossover 33.1 K, with recoil 34.3 K
temperature of use 358 K, thermal energy 30.85 meV
lone-cell prefactor 1.08e+13 1/s, escape rate 3.61e+09 1/s
cells acting together for ten years: 6.2
10 nm grain: 7463 cells, uniform barrier 1843 eV
```
